# The T² resistivity from vibrating impurities and its two signs, part 1

(Sections cited here and not found follow in the second part.)

## The moving impurity and its scattering phase

Take one impurity in a metal at zero temperature, and let it take part in a single lattice vibration of frequency $\omega$. If the impurity were held still, an electron would scatter from it with some probability, which we call 1. When it vibrates, the scattered wave carries a fluctuating phase of small mean square $s$. A part $s$ of the probability then goes into events in which the electron leaves a vibrational quantum behind, and a part $1-s$ remains elastic. An electron at the Fermi level of a cold metal has no energy to give away, because all states below it are filled. The inelastic part is blocked, and the impurity scatters with probability $1-s$, less than if it stood still.

Now warm the metal until $k_BT\gg\hbar\omega$. Electrons can give or take the energy $\hbar\omega$ freely, the inelastic events are open, and the total returns to 1. The resistance due to this impurity has risen by a fraction of order $s$, although the static potential is unchanged. The exact factor depends on how much each event changes the electron's direction. In a crystal the number of modes opened in this way grows with temperature, and the sum over modes will give a resistivity proportional to $T^2$ and to the residual resistivity $\rho_0$.

For transverse sound this picture is nearly complete. A longitudinal wave also compresses the lattice and so acts on the electron before and after it meets the impurity. The two actions interfere, and the sign of the longitudinal contribution is reversed. Both contributions are derived here by following the phase of the electron.

The model is a free-electron metal with Fermi wavenumber $k_F$, Fermi velocity $v_F$, Fermi energy $\varepsilon_F=\hbar k_Fv_F/2$, electron density $n_e$ and mass density $D$. Its longitudinal and transverse sound speeds are $u_l$ and $u_t$; $u$ stands for either. The impurities are dilute, weak, of zero range, and move with the surrounding lattice. Phonons are in equilibrium. The temperature is low compared with the Debye temperature, so that the phonon wavenumber $q$ is small compared with $k_F$, but high enough that $ql\gg1$, where $l$ is the mean free path.

The first task is the effect of the Fermi distribution on transport. Let an electron go from wavevector $\mathbf k$ to $\mathbf k'$ with equilibrium rate $P(\mathbf k\to\mathbf k')$, occupation factors included. In a weak electric field write $f=f_0+f_0(1-f_0)\varphi/k_BT$. To first order this multiplies $f/(1-f)$ by $1+\varphi/k_BT$. Detailed balance makes the forward and backward equilibrium rates equal, so the net loss from $\mathbf k$ is
$$
\sum_{\mathbf k'}P(\mathbf k\to\mathbf k')\,\frac{\varphi_{\mathbf k}-\varphi_{\mathbf k'}}{k_BT}.
$$
Multiplying by $\varphi_{\mathbf k}$, summing over $\mathbf k$, and symmetrizing in the two states gives the quadratic form
$$
\langle\varphi,C\varphi\rangle=\frac1{2k_BT}\sum_{\mathbf k\mathbf k'}P(\mathbf k\to\mathbf k')(\varphi_{\mathbf k}-\varphi_{\mathbf k'})^2 .
$$
Here $\langle a,b\rangle=\sum_{\mathbf k}(-\partial f_0/\partial\varepsilon)\,ab$, and $C$ is the symmetric collision operator. The Boltzmann equation is $C\varphi=X$ with $X\propto\mathbf k\cdot\mathbf E$, and the conductivity is proportional to $\langle X,C^{-1}X\rangle$.

Split $C=C_0+C_1$, with $C_0$ for static impurities. Isotropic elastic scattering sends the odd function $X$ back as $C_0X=X/\tau$. Hence, to first order in $C_1$,
$$
\langle X,C^{-1}X\rangle=\tau\langle X,X\rangle-\tau^2\langle X,C_1X\rangle ,
\qquad
\frac{\delta\rho}{\rho_0}=\frac{\langle X,C_1X\rangle}{\langle X,C_0X\rangle}.
$$
The energy dependence that inelastic scattering gives to $\varphi$ enters at second order. It is therefore enough to count rates, each weighted by the squared change of $\mathbf k\cdot\mathbf E$.

Let the phase operator for one mode be $\hat\theta=\theta_q a+\theta_q^*a^\dagger$, where $a$ annihilates the phonon, and let the scattering amplitude be $V e^{i\hat\theta}$. This form is justified below. In a state with $N$ phonons the elastic amplitude is $V(1-\tfrac12\langle\hat\theta^2\rangle)$, and $\langle\hat\theta^2\rangle=|\theta_q|^2(2N+1)$. To second order the probabilities, relative to $|V|^2$, are
$$
\text{elastic: }1-|\theta_q|^2(2N+1),\qquad
\text{emission: }|\theta_q|^2(N+1),\qquad
\text{absorption: }|\theta_q|^2N .
$$
They are linear in $N$, so the thermal average replaces $N$ by the Bose function $N=1/(e^x-1)$ with $x=\hbar\omega/k_BT$. Their sum is 1.

The Fermi factors weight them differently. For elastic scattering $\int f_0(1-f_0)\,d\varepsilon=k_BT$. For emission use the identity
$$
f_0(\varepsilon)\,[1-f_0(\varepsilon-\hbar\omega)]=N\,[f_0(\varepsilon-\hbar\omega)-f_0(\varepsilon)] .
$$
The integral of the bracket on the right over energy is $\hbar\omega$, since it is the area between two steps displaced by $\hbar\omega$. Emission therefore contributes $\hbar\omega N(N+1)$. Absorption is the reverse process and contributes the same. After division by $k_BT$, the change per unit $|\theta_q|^2$ is
$$
F(x)=2xN(N+1)-2N-1 .
$$

For $x\gg1$ this is $-1$, the blocked case of the opening. For $x\ll1$, the expansions $N(N+1)=1/x^2-1/12+\dots$ and $2N+1=2/x+x/6+\dots$ give $F\simeq-x/3$, which vanishes as the static probability is restored. The value $-1$ at zero temperature belongs to $\rho_0$. The part that varies with temperature is
$$
F(x)+1=2\,[\,xN(N+1)-N\,],
$$
which is positive. A positive weight of $|\theta_q|^2$ thus makes the resistivity rise on warming.

Next comes the phase itself. If the impurity at $\mathbf R$ is displaced by $\mathbf u(\mathbf R)$, its matrix element between plane waves is multiplied by $\exp(-i\mathbf K\cdot\mathbf u)$, where $\mathbf K=\mathbf k'-\mathbf k=k_F(\mathbf n'-\mathbf n)$, and $\mathbf n$ and $\mathbf n'$ are the directions of motion before and after scattering.

The lattice wave also produces a potential. Compression changes the ion density by $-n_e\,\mathrm{div}\,\mathbf u$, in units of the electron charge, and for $q$ small compared with the inverse screening length the electrons follow, $\delta n_e=-n_e\,\mathrm{div}\,\mathbf u$. The local Fermi energy varies as $n_e^{2/3}$. Equilibrium requires its sum with the potential energy $U$ to stay constant:
$$
U=-\frac{2\varepsilon_F}{3}\,\frac{\delta n_e}{n_e}=\frac{2\varepsilon_F}{3}\,\mathrm{div}\,\mathbf u=\frac{\hbar k_Fv_F}{3}\,\mathrm{div}\,\mathbf u .
$$
Impurities that move with the lattice do not change this potential in a static strain, and the finite frequency of the wave corrects it only by a relative amount of order $u/v_F$. A transverse wave has $\mathrm{div}\,\mathbf u=0$ and no such potential. Its ion current does create a transverse electromagnetic field, whose size will be estimated in the example.

Because $q\ll k_F$, the potential varies slowly over an electron wavelength. Write the wavefunction as $e^{i\mathbf k\cdot\mathbf r}\chi$. With the second derivative of $\chi$ dropped, the Schrödinger equation becomes
$$
i\hbar v_F\,\mathbf n\cdot\nabla\chi=U\chi .
$$
The incoming wave reaches the impurity with the phase $-(1/\hbar v_F)\int_{-\infty}^0U(\mathbf R+\mathbf ns)\,ds$. The final state must be a plane wave in the future, and the complex conjugate of its value at the impurity supplies $-(1/\hbar v_F)\int_0^\infty U(\mathbf R+\mathbf n's)\,ds$. The amplitude is therefore $Ve^{i\theta}$ with
$$
\theta=-\mathbf K\cdot\mathbf u(\mathbf R)-\frac1{\hbar v_F}\left[\int_{-\infty}^0U(\mathbf R+\mathbf ns)\,ds+\int_0^\infty U(\mathbf R+\mathbf n's)\,ds\right].
$$

Every term is real. In a frozen distortion the scattering probability is thus $|V|^2$, whatever the distortion. This is why the three probabilities above sum to 1 for longitudinal waves as well. What is neglected is the bending and focusing of trajectories by $U$, with relative effects of order $(qu_q)^2$ for a displacement amplitude $u_q$. The terms kept are of order $(k_Fu_q)^2$ and are larger by $(k_F/q)^2$.

The lattice is not quite frozen. While an electron crosses one wavelength, the vibration advances by an angle of order $u/v_F\ll1$. Displacement operators at different times fail to commute by a number, which gives a single electron a common phase factor and leaves its probabilities unchanged.

Put the impurity at the origin and insert the component $\mathbf u=\mathbf e\,u_qe^{i\mathbf q\cdot\mathbf r}$, with polarization $\mathbf e$. For a transverse wave
$$
\theta_q=-k_Fu_q\,(\mathbf n'-\mathbf n)\cdot\mathbf e .
$$
For a longitudinal wave $\mathbf e=\hat{\mathbf q}$. Set $\mu=\mathbf n\cdot\hat{\mathbf q}$ and $\mu'=\mathbf n'\cdot\hat{\mathbf q}$. Then $U=(\hbar k_Fv_F/3)\,iqu_qe^{i\mathbf q\cdot\mathbf r}$, and the path integrals, with weak damping far from the impurity, are
$$
\int_{-\infty}^0e^{iq(\mu-i0)s}ds=\frac1{iq(\mu-i0)},\qquad
\int_0^\infty e^{iq(\mu'+i0)s}ds=-\frac1{iq(\mu'+i0)} .
$$
Multiplication by $-ik_Fqu_q/3$ gives
$$
\theta_q=-k_Fu_q\left[\mu'-\mu+\frac{1}{3(\mu-i0)}-\frac{1}{3(\mu'+i0)}\right].
$$

Perturbation theory gives the same expression. If the phonon is absorbed before the impurity is met, the amplitude contains $U_q/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}+i0)$, where $U_q=i\hbar k_Fv_Fqu_q/3$. The denominator is $-\hbar v_Fq(\mu-i0)$ for small $q$, so the quotient is $-ik_Fu_q/[3(\mu-i0)]$, which is $i$ times the corresponding term of $\theta_q$. Absorption after the impurity has the denominator $+\hbar v_Fq(\mu'+i0)$ and gives the last term.

One question about the Fermi sea remains. The factor $F$ includes blocking of final states, but the elastic amplitude also contains virtual states, and these may be occupied. Let $\mathcal G$ be the electron propagator in the presence of the impurity, $\mathcal D$ the phonon propagator and $\Gamma$ the vertex, which contains both $U$ and the displacement of the impurity. With superscripts $R$, $A$ and $K$ for retarded, advanced and Keldysh functions, phonon exchange gives the effective scattering operator
$$
\Sigma^R(\varepsilon)=\frac i2\int\frac{d\omega'}{2\pi}\,\Gamma\left[\mathcal D^K(\omega')\,\mathcal G^R(\varepsilon-\hbar\omega')+\mathcal D^R(\omega')\,\mathcal G^K(\varepsilon-\hbar\omega')\right]\Gamma .
$$
In equilibrium $\mathcal D^K$ carries the factor $2N+1$. Together with the second-order displacement of the impurity, the first term forms the elastic loss already counted. The second term carries the Fermi function, because $\mathcal G^K=(1-2f_0)(\mathcal G^R-\mathcal G^A)$. Expand it to first order in $V$, with $G$ the free propagator.

If one vertex is the displacement of the impurity and the other is $U$, a single free propagator lies between them, and $G^R-G^A$ is a delta function at $\mu=0$ or $\mu'=0$, up to shifts of order $u/v_F$ and $q/2k_F$. Its coefficient $\mathbf K\cdot\hat{\mathbf q}$ is odd under $\mathbf q\to-\mathbf q$, so the sum over phonon directions vanishes. If both vertices are $U$ and the impurity lies between them, the combination is $G^RG^R-G^AG^A$, which is $2i$ times the imaginary part of $G^RG^R$. That part is a principal value in one cosine times a delta function in the other. It is again odd in $\mathbf q$ and vanishes.

If both vertices lie on the same side of the impurity, the electron acquires an enhanced mass, with a factor $1+\lambda$ that may depend on energy. On each energy shell the density of states is multiplied by $1+\lambda$, the velocity is divided by it, and the lifetime against elastic scattering is multiplied by it. The shell's conductivity is proportional to density of states times velocity squared times lifetime, and it does not change. To leading order in $u/v_F$ and $q/k_F$, the Fermi sea thus acts on this resistivity through the real inelastic events counted in $F(x)$.

This part has derived the electron's scattering phase $\theta_q$ for transverse and longitudinal waves, and the thermal factor $F(x)$ that weights its effect on the resistivity. It remains to average over the electron's directions, sum over phonons, and find the sign and size of the result.
